# Defect Eigenvalues, Vertical Ionization and Thermodynamic Transition Levels

**Q:** I am studying a neutral oxygen vacancy in a wide-gap oxide. Its filled Kohn-Sham level lies 3.0 eV above the valence edge. I take this as the (+/0) transition level: the vacancy is neutral when the Fermi level is above 3.0 eV and positive when it is below. Suppose the functional is exact, so that nobody can blame the functional. What could be wrong?

**A:** Let us first define the transition level without mentioning eigenvalues. Call the neutral defect "occupied" and the positive one "ionized". Their total energies are $E_{occ}(Q)$ and $E_{ion}(Q)$, where $Q$ describes the positions of the nuclei. An ionized defect has handed one electron to a reservoir at the Fermi energy $E_F$. The atoms exchanged in making the vacancy are the same in both cases, so their chemical potentials cancel. Leaving out entropy for now, the two charge states are equally stable when

$$\min_Q E_{occ}=\min_Q E_{ion}+E_F .$$

The Fermi energy that satisfies this is the thermodynamic level,

$$e_{th}=\min_Q E_{occ}-\min_Q E_{ion}.$$

Each minimum is taken separately. Now, what energy difference does your eigenvalue represent?

**Q:** The energy to remove the electron, with a minus sign. For the exact functional that is a theorem, isn't it?

**A:** Yes, for the highest occupied level, and its proof shows which nuclei are meant. Take two electrons bound in one dimension, with potentials and repulsion that vanish at large distance. Expand the wavefunction in the states $\phi_k$ of the one-electron ion:

$$\psi(x,x')=\sum_k g_k(x)\,\phi_k(x').$$

When $x$ is far out, the first electron feels nothing, and the Schrödinger equation reduces to

$$-\frac{\hbar^2}{2m}g_k''+E_{ion,k}\,g_k=E_{occ}\,g_k .$$

So $g_k\propto e^{-\kappa_k x}$ with $\hbar^2\kappa_k^2/2m=E_{ion,k}-E_{occ}$. The ion's ground state gives the smallest $\kappa_k$ and, if its amplitude is not zero, it dominates the tail. The density therefore falls as $e^{-2\kappa_0x}$.

The Kohn-Sham system has the same density, $n=2\varphi^2$, so $\varphi=\sqrt{n/2}$ falls as $e^{-\kappa_0x}$. Its potential also goes to zero far out, where its equation reads $-(\hbar^2/2m)\varphi''=\varepsilon\varphi$. Hence

$$\varepsilon=-\frac{\hbar^2}{2m}\frac{(\sqrt n)''}{\sqrt n}=-\frac{\hbar^2\kappa_0^2}{2m}=E_{occ}-E_{ion}.$$

Both energies on the right belong to the same Hamiltonian, with the nuclei in the same places. The eigenvalue is a vertical level: the electron has gone and no atom has moved.

**Q:** But my level is measured from the valence edge, not from vacuum.

**A:** That changes the zero and nothing else, provided the edge is defined consistently. Take it from the ionization energy of the perfect crystal, with the same electrostatic zero. From here on all levels of the vacancy, and $E_F$, are measured from that edge.

**Q:** Then the nuclei relax after the electron leaves. How much can that matter?

**A:** Use one coordinate $Q$ and a parabola for each charge state. The occupied minimum is at $Q_o$ and the ionized one at $Q_i=Q_o+D$. With $x=Q-Q_o$,

$$E_{occ}=E_o+\tfrac12k_ox^2,\qquad E_{ion}=E_i+\tfrac12k_i(x-D)^2 .$$

By definition $e_{th}=E_o-E_i$. The vertical level at any geometry is the difference of the two curves:

$$e(x)=E_o-E_i+\tfrac12k_ox^2-\tfrac12k_i(x^2-2Dx+D^2).$$

Collecting powers of $x$ gives

$$e(x)=e_{th}-\tfrac12k_iD^2+k_iDx+\tfrac12(k_o-k_i)x^2 .$$

Your calculation was made at the relaxed neutral geometry, $x=0$. Its exact eigenvalue is

$$e_o=e_{th}-L_i,\qquad L_i=\tfrac12k_iD^2 .$$

It lies below the transition level by the energy that the ionized defect releases when it relaxes.

**Q:** Why the relaxation energy of the ionized state? I would have guessed the neutral one, since that is the state I computed.

**A:** The neutral state is already at its minimum and has nothing to release. The vertical process leaves the ion at $x=0$, which is a distance $D$ from the ion's own minimum. The sign does not depend on the parabolas: $E_{ion}(Q_o)$ cannot be lower than $\min E_{ion}$, so $e_o\le e_{th}$ for surfaces of any shape.

At the other geometry, $x=D$, the same formula gives

$$e_i=e_{th}-\tfrac12k_iD^2+k_iD^2+\tfrac12(k_o-k_i)D^2=e_{th}+\tfrac12k_oD^2 .$$

With $L_o=\tfrac12k_oD^2$ this is $e_i=e_{th}+L_o$, above the transition level. The two vertical levels are $L_o+L_i$ apart, with $e_{th}$ between them.

**Q:** May I read $e_i$ from the empty defect level in a calculation on the positive vacancy?

**A:** Not from the empty level as such. The exact exchange-correlation potential can jump by a constant when the electron number passes an integer. What equals $e_i$ is the eigenvalue with a trace of an electron in the level, approached from that side.

**Q:** The parabolas make relaxation look like an assumption you put in. Can I see it with real electron repulsion and an eigenvalue nobody adjusted?

**A:** Here is a small model that can be solved numerically on a grid. Two electrons sit in a Gaussian well of width 1.2 Å and depth $10+4u$ in eV, where $u$ is a lattice displacement in Å. They repel each other with a Gaussian of height 4 eV and range 1 Å. The lattice costs $\tfrac12Ku^2$, with $K=8$ eV/Å². The electrons pull $u$ outward because that deepens their well.

With two electrons the lattice settles at $u=0.820$ Å, with one at 0.416 Å. At the first geometry the density tail gives a Kohn-Sham eigenvalue of −6.999 eV relative to vacuum. The difference of total energies there is −6.998 eV, so the theorem holds to about 1 meV. The remainder comes from reading the tail at a finite distance, about 7 Å, and shrinks further out. Letting the ion relax gives a thermodynamic level of −6.354 eV, which is 0.645 eV above the eigenvalue. The parabola formula, with the ion's curvature taken at its minimum, predicts 0.643 eV. The finite grid shifts the levels themselves by 3 to 4 meV, but the relaxation energy by less than 1 meV.

**Q:** Can you show that the lattice causes the gap, rather than the repulsion?

**A:** Keep the well, the coupling and the repulsion, and raise $K$ to 80 eV/Å². The eigenvalue becomes −4.691 eV and the thermodynamic level −4.632 eV. The gap has dropped to 0.059 eV (0.057 eV if the vertical level is taken from total energies), while the repulsion term in the Hamiltonian is unchanged.

The parabolas explain the scaling. The slope of $e(x)$ at $x=0$ is the force $F=k_iD$ on the newly made ion, so

$$L_i=\frac{k_iD^2}{2}=\frac{F^2}{2k_i}.$$

For a fixed force, a ten times stiffer lattice relaxes by a tenth of the energy. Here the drop is slightly larger, mainly because the force is not quite fixed (the ion's curvature, 7.89 and 79.9 eV/Å², is also a little below $K$). The force is close to $K$ times the displacement between minima, which is $8\times0.4039=3.23$ eV/Å in the soft case and $80\times0.0379=3.03$ eV/Å in the stiff one. In the limit of a rigid lattice, or of an electron that exerts no force on it, your reading of the eigenvalue becomes correct.

**Q:** Then let us put numbers on my vacancy.

**A:** Take a gap of 6 eV and your exact eigenvalue, $e_o=3.0$ eV. For the lattice take phonon energies of 0.040 eV in the occupied state and 0.035 eV in the ionized state, and $D=2$ amu$^{1/2}$ Å. With a mass-weighted coordinate the curvature is $\omega^2$, which is $(\hbar\omega)^2$ divided by $\hbar^2$. In these units $\hbar^2$ is 0.004180 eV amu Å², so

$$k_i=\frac{0.035^2}{0.004180}=0.2931,\qquad k_o=\frac{0.040^2}{0.004180}=0.3828$$

in eV/(amu Å²). The relaxation energies are

$$L_i=\tfrac12(0.2931)(2^2)=0.586\ \text{eV},\qquad L_o=\tfrac12(0.3828)(2^2)=0.766\ \text{eV}.$$

Therefore

$$e_{th}=3.000+0.586=3.586\ \text{eV},\qquad e_i=3.586+0.766=4.352\ \text{eV}.$$

For a Fermi level between 3.0 and 3.59 eV you would call the vacancy neutral, but in equilibrium it is mostly positive: singly or, if the 2+ state is stable there, doubly. In an oxide layer under a field this matters, since a net charge feels a force $qF$ and a neutral defect has no such term.

**Q:** An optical experiment would still find my 3.0 eV, I hope.

**A:** As the energy of the vertical transition, yes, but not as a sharp line. Absorption into the conduction band rises gradually, and lattice vibrations smear its onset around 3.0 eV. Lifting the electron to the conduction edge without moving the nuclei costs $6.0-3.0=3.0$ eV. With full relaxation the cost is $6.0-3.586=2.414$ eV. The reverse vertical process, capture at the ionized geometry, releases $6.0-4.352=1.648$ eV. These figures assume that the 6 eV is the true gap for separate electrons and holes, not a Kohn-Sham gap, and they neglect the attraction between the freed electron and the positive vacancy.

After the vertical ionization the lattice gives up $L_i/\hbar\omega_i=0.586/0.035=16.7$ phonon energies. So this defect is strongly coupled, and the distinction between vertical and relaxed levels is large compared with a single phonon.

**Q:** Could I save the eigenvalue method by averaging the two vertical levels?

**A:** With the right weights. Substitute $e_o=e_{th}-L_i$ and $e_i=e_{th}+L_o$:

$$L_oe_o+L_ie_i=(L_o+L_i)e_{th}-L_oL_i+L_iL_o=(L_o+L_i)e_{th}.$$

So $e_{th}=(L_oe_o+L_ie_i)/(L_o+L_i)$. The plain mean is instead $e_{th}+(L_o-L_i)/2$. Here it is 3.676 eV, which is 0.090 eV too high. It is correct when the two curvatures are equal.

**Q:** And a calculation with half an electron in the level?

**A:** That needs the meaning of a fractional occupation $f$. Write the Kohn-Sham energy as the orbital kinetic energies, weighted with their occupations, plus a functional $G[n]$ whose derivative is the Kohn-Sham potential. Change $f$. The direct change is the kinetic plus potential energy of that orbital, which is its eigenvalue. The orbitals also change, but this contributes $\sum_jf_j\varepsilon_j\,\partial\langle\varphi_j|\varphi_j\rangle/\partial f$, which vanishes because they stay normalized. Hence $\partial E/\partial f=\varepsilon$ at fixed nuclei.

For the exact functional at zero temperature, a fractional electron number describes a mixture of the two neighbouring charge states (given that the energy is convex in the integer electron number). Its energy is a straight line:

$$E(f,Q)=fE_{occ}(Q)+(1-f)E_{ion}(Q),\qquad \frac{\partial E}{\partial f}=e(Q).$$

At fixed nuclei the eigenvalue does not depend on $f$, so half an electron gives you nothing new. Now relax the nuclei at each $f$, to a geometry $Q(f)$ where $\partial E/\partial Q=0$. Then

$$\frac{d}{df}E(f,Q(f))=e(Q(f))+\frac{\partial E}{\partial Q}\frac{dQ}{df}=e(Q(f)).$$

Integrating from the relaxed ion at $f=0$ to the relaxed neutral defect at $f=1$,

$$\int_0^1e(Q(f))\,df=\min E_{occ}-\min E_{ion}=e_{th}.$$

This is the correct relation between eigenvalues and the transition level: an average along the relaxed path. Your 3.0 eV is its value at one end.

**Q:** So is the middle of the path good enough?

**A:** Find it from the force balance $fk_ox+(1-f)k_i(x-D)=0$:

$$x(f)=\frac{(1-f)k_iD}{fk_o+(1-f)k_i}.$$

For $k_o=k_i=k$ this is $x=(1-f)D$, and $e=e_{th}-\tfrac12kD^2+(1-f)kD^2$. At $f=\tfrac12$ the last two terms cancel and the midpoint is right.

For your vacancy, $x(\tfrac12)=0.2931\times2/(0.3828+0.2931)=0.867$ amu$^{1/2}$ Å. Inserting this in $e(x)$ gives

$$3.000+0.5862(0.867)+\tfrac12(0.0897)(0.867)^2=3.542\ \text{eV},$$

which is 0.044 eV too low. Relaxing numerically at a series of occupations and integrating gives 3.586 eV, as it should.

**Q:** My actual functional is semilocal, not exact. Its eigenvalue once agreed with a relaxed transition level. Was that evidence for my method?

**A:** Two errors may have cancelled. Suppose the approximate energy at fixed nuclei has the right end points but is curved between them:

$$E(f)=E_{ion}+f\,(E_{occ}-E_{ion})-\tfrac12cf(1-f).$$

Its slope is $E_{occ}-E_{ion}-\tfrac12c+cf$. At $f=1$ the eigenvalue is therefore $e_o+\tfrac12c$. For a convex curve, $c>0$, it is too high as a vertical level. If $c/2$ happened to equal $L_i$, it would land on $e_{th}$. In your example that requires $c=1.17$ eV. The electronic curvature and the lattice relaxation are separate quantities, so agreement in one defect does not carry over to the next.

**Q:** So far everything is at zero temperature. An oxide is grown hot. Might entropy bring the true boundary back to my eigenvalue?

**A:** Calculate it. Each charge state has a spin degeneracy $g$ and a vibrational partition function. Counted from the minimum of its parabola, the latter is

$$Z=\sum_{n=0}^{\infty}e^{-(n+1/2)\hbar\omega/kT}=\frac{1}{2\sinh(\hbar\omega/2kT)}.$$

The occupied defect holds one more electron, so the ratio of populations is

$$\frac{P_{occ}}{P_{ion}}=\frac{g_oZ_o}{g_iZ_i}\,e^{(E_F-e_{th})/kT}.$$

Setting it to one and taking the logarithm gives the Fermi level of equal populations:

$$E_F^{*}=e_{th}+kT\ln\frac{\sinh(\hbar\omega_o/2kT)}{\sinh(\hbar\omega_i/2kT)}+kT\ln\frac{g_i}{g_o}.$$

The neutral vacancy has paired electrons, $g_o=1$, and the positive one has a free spin, $g_i=2$. At 300 K the two corrections are 0.004 and 0.018 eV, and $E_F^{*}=3.608$ eV. At 1000 K they are 0.012 and 0.060 eV, and $E_F^{*}=3.658$ eV. In this one-mode model, entropy moves the boundary further away from your eigenvalue. In a real crystal many modes change, and if enough of them stiffen on ionization the shift can have the other sign. Explicit sums over numerically computed vibrational states of the two parabolas give these levels, so the statistics of the model confirm $e_{th}$ as the relevant level.

If the Fermi level sits at your 3.0 eV, then $P_{occ}/P_{ion}=e^{(3.0-E_F^{*})/kT}$. That is $6\times10^{-11}$ at 300 K and $5\times10^{-4}$ at 1000 K. Your reading would put the two populations at a comparable size.

**Q:** Would eigenvalues from a hot molecular-dynamics run help?

**A:** They would scatter. For small excursions $e(x)$ varies as $k_iDx$. In a thermal oscillator half the mean energy is potential, so

$$\tfrac12k_o\langle x^2\rangle=\tfrac14\hbar\omega_o\coth\frac{\hbar\omega_o}{2kT}.$$

At 300 K this gives $\langle x^2\rangle^{1/2}=0.284$ amu$^{1/2}$ Å and a spread of $0.5862\times0.284=0.166$ eV. At 1000 K, with the quadratic term included, the spread is 0.281 eV. These values include the zero-point motion. A run with classical nuclei has $k_o\langle x^2\rangle=kT$ instead, which lowers the spread to about 0.15 eV at 300 K and hardly changes it at 1000 K. The fluctuations are centred near $e_o$, because the neutral defect vibrates about its own minimum. Their plain mean does not supply $L_i$. In principle an exponential average does: with classical nuclei, $kT\ln\langle\exp[e(x)/kT]\rangle$ is the free energy of the occupied state minus that of the ionized state, spin aside. But rare excursions towards the ion's geometry dominate this average, so at 300 K it would need very many snapshots.

**Q:** Which real material do these parameters describe, and how far should I trust them?

**A:** They are round values in the rough regime of an oxygen vacancy in hafnia, a gate oxide. They are not a calculation of it, and one mode stands in for many. Real films also contain inequivalent oxygen sites, so there is a spread of levels. If the ion's curvature grew steadily by 20 percent from $Q_i$ to $Q_o$, with its value $k_i$ at $Q_i$ and $D$ held fixed, $L_i$ would rise by 0.039 eV. Heating is more serious: with a rough gap slope of $3\times10^{-4}$ eV/K, the gap shrinks by 0.21 eV between 300 and 1000 K, and the model does not say how the two edges share this. In a device, a field of 1 MV/cm adds $-Fr$ (with $F$ as force) to the attraction $-C/\epsilon r$ felt by the escaping electron, where $C=e^2/4\pi\epsilon_0$. The barrier top lies at $r=\sqrt{C/\epsilon F}$ and is lowered by $2\sqrt{CF/\epsilon}$, or 0.38 eV for a fast dielectric constant of 4. The top is then about 19 Å from the vacancy, so this estimate needs a film thicker than that; in a gate oxide of 2 to 3 nm the interfaces intervene and it no longer applies as written. This changes the rate of emission, not the equilibrium level relative to the local valence edge.

**Q:** I could check $L_i$ directly with total energies of the charged vacancy in a supercell.

**A:** That is the right calculation, but correct it for the periodic images. In a cubic cell of side $L$ with a neutralizing background, a unit charge has the leading spurious energy $-\alpha C/(2\epsilon L)$, with $\alpha=2.837$. With frozen ions only the electrons screen. For $L=12$ Å and $\epsilon=4$ the charged cell is then too low by 0.426 eV. With relaxed ions and a static constant of 20 it is too low by 0.085 eV. These are leading-order values, and the finite extent of the defect charge reduces them somewhat.

Since $E_{ion}$ enters with a minus sign, the uncorrected vertical level comes out too high, at about 3.43 eV, and the uncorrected transition level at about 3.67 eV. Their difference is 0.245 eV instead of 0.586 eV. If both levels come from uncorrected charged cells, more than half of the relaxation energy is hidden in this point-charge estimate. With the next-order terms for the spread of the defect charge and of the screening charge, the hidden share falls to roughly 0.4 to 0.55. If you instead compare the uncorrected transition level with the eigenvalue of the neutral cell, which stays at 3.0 eV, the difference is 0.67 eV and the relaxation looks too large.

**Q:** One more worry. Is the positive state certain to appear at all?

**A:** No. It is stable against capture for $E_F<e_{th}(+/0)$ and against losing a second electron for $E_F>e_{th}(2{+}/{+})$. If the second level lies above the first, no such window exists. The defect then passes straight from neutral to doubly positive where $\min E_0=\min E_{2+}+2E_F$, which is at the mean of the two levels. Relaxation can cause this ordering, so each charge state needs its own relaxed total energy.

**Q:** Then I shall report 3.0 eV as the vertical level at the neutral geometry, and add the ion's relaxation energy before I draw the (+/0) boundary at 3.59 eV.

**A:** Yes, with the entropy shift and the movement of the band edges included for hot conditions, and after checking the 2+ state. The numerical output below lists the main values used here.

## Computed results

```
TWO-ELECTRON LATTICE MODEL
well depth at u=0, width: 10.0 eV, 1.2 A
depth change per displacement: 4.0 eV/A
repulsion, range: 4.0 eV, 1.0 A
soft lattice stiffness: 8 eV/A^2
  relaxed u, 2 and 1 electrons: 0.8200, 0.4161 A
  KS eigenvalue from density: -6.9994 eV
  vertical total-energy level: -6.9983 eV
  thermodynamic level: -6.3543 eV
  thermodynamic minus eigenvalue: 0.6451 eV
  parabola relaxation energy: 0.6434 eV
stiff lattice stiffness: 80 eV/A^2
  relaxed u, 2 and 1 electrons: 0.0789, 0.0410 A
  KS eigenvalue from density: -4.6912 eV
  vertical total-energy level: -4.6897 eV
  thermodynamic level: -4.6324 eV
  thermodynamic minus eigenvalue: 0.0589 eV
  parabola relaxation energy: 0.0574 eV
OXIDE VACANCY EXAMPLE (rough inputs, levels from valence edge)
gap, exact eigenvalue: 6.0, 3.0 eV
phonon energy occupied, ionized: 0.040, 0.035 eV
displacement D: 2.0 amu^0.5 A
hbar^2/(amu A^2): 0.004180 eV
curvature occupied, ionized: 0.3828, 0.2931 eV/(amu A^2)
relaxation energy, ionized state: 0.586 eV
relaxation energy, occupied state: 0.766 eV
phonons emitted, ionized, occupied: 16.7, 19.1
thermodynamic level: 3.586 eV
vertical level at ionized geometry: 4.352 eV
plain mean of vertical levels: 3.676 eV
relaxed level at half occupation: 3.542 eV
average level along relaxed path: 3.586 eV
vertical ionization to conduction edge: 3.000 eV
thermal ionization to conduction edge: 2.414 eV
vertical capture energy released: 1.648 eV
300 K: kT 0.0259 eV, equal-population level 3.608 eV
  vibrational, spin shift: 0.0040, 0.0179 eV
  thermal spread of eigenvalue: 0.166 eV
  occupied/ionized, E_F at eigenvalue: 6.10e-11
1000 K: kT 0.0862 eV, equal-population level 3.658 eV
  vibrational, spin shift: 0.0117, 0.0597 eV
  thermal spread of eigenvalue: 0.281 eV
  occupied/ionized, E_F at eigenvalue: 4.86e-04
NEGLECTED EFFECTS
curvature growth 20 percent: 0.039 eV
gap slope 3e-04 eV/K, shrinkage 300-1000 K: 0.21 eV
cubic cell 12 A, Madelung constant 2.8373
image energy, frozen ions (eps 4): 0.426 eV
image energy, relaxed ions (eps 20): 0.085 eV
escape-barrier lowering at 1 MV/cm: 0.379 eV
```
